# Three-orbital nearest-neighbour model of monolayer MoS2: band energies at Γ and K, part 2

The problem is to find the bands of monolayer MoS2 from three molybdenum orbitals per site of a triangular lattice with lattice constant \(a\). The orbitals are \(\phi_0=d_{z^2}\), \(\phi_1=d_{xy}\propto\sin2\varphi\) and \(\phi_2=d_{x^2-y^2}\propto\cos2\varphi\), with \(\varphi\) the azimuth. They are real, orthonormal between sites and even under \(z\to-z\). A rotation by \(\theta\) replaces \(\varphi\) by \(\varphi-\theta\).

Sulfur pairs, above and below the molybdenum plane, occupy half of the triangles. Seen from a molybdenum atom, they lie at distance \(a/\sqrt3\) and angles 30°, 150° and 270°. The point group is \(D_{3h}\), and \(y\to-y\) is not a symmetry. The model has time-reversal symmetry, no spin-orbit coupling and only nearest-neighbour hopping. Numerical energies are in eV and lengths in nm.

The on-site energies are \(\varepsilon_1,\varepsilon_2,\varepsilon_2\). The matrix \(E(\mathbf R)\) describes hopping between the origin and site \(\mathbf R\), with \(E(-\mathbf R)=E(\mathbf R)^T\). On the bond \(\mathbf R_1=a(1,0)\),
\[
E(\mathbf R_1)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\]
Rotation by 120° and 240° gives \(\mathbf R_2\) and \(\mathbf R_3\); the other neighbours are \(-\mathbf R_j\).

**Lemma 3.** With \(A=k_xa/2\) and \(B=\sqrt3\,k_ya/2\), the Bloch Hamiltonian at wavevector \(\mathbf k\) is
\[
\begin{aligned}
H_{00}&=\varepsilon_1+2t_0(\cos2A+2\cos A\cos B),\\
H_{01}&=-2\sqrt3\,t_2\sin A\sin B+2it_1(\sin2A+\sin A\cos B),\\
H_{02}&=2t_2(\cos2A-\cos A\cos B)+2\sqrt3\,it_1\cos A\sin B,\\
H_{11}&=\varepsilon_2+2t_{11}\cos2A+(t_{11}+3t_{22})\cos A\cos B,\\
H_{22}&=\varepsilon_2+2t_{22}\cos2A+(3t_{11}+t_{22})\cos A\cos B,\\
H_{12}&=\sqrt3(t_{22}-t_{11})\sin A\sin B+4it_{12}\sin A(\cos A-\cos B),
\end{aligned}
\]
with \(H_{\nu\mu}=H_{\mu\nu}^*\).

**Theorem.** The energies at the zone centre Γ are
\[
\varepsilon_1+6t_0\ \text{(once)},\qquad \varepsilon_2+3(t_{11}+t_{22})\ \text{(twice)}.
\]
The energies at the zone corner \(\mathbf K=(4\pi/3a,0)\) are
\[
E_0=\varepsilon_1-3t_0,\qquad
E_\pm=\varepsilon_2-\tfrac32(t_{11}+t_{22})\mp3\sqrt3\,t_{12},
\]
and they belong to \(\phi_0\) and to \(|\pm\rangle=(\phi_2\pm i\phi_1)/\sqrt2\).

### Remark 1: why the states at K do not mix

The state \(|\pm\rangle\) varies as \(e^{\pm2i\varphi}\), so it carries angular momentum \(\pm2\) about \(z\), in units of \(\hbar\). A 120° rotation multiplies \(\phi_0,|+\rangle,|-\rangle\) by \(1,e^{2\pi i/3},e^{-2\pi i/3}\). The rotation also takes \(\mathbf K\) to an equivalent point, so it commutes with \(H(\mathbf K)\). States with different eigenvalues of a commuting unitary operator have no matrix element between them. In-plane strain that breaks the threefold axis removes this protection.

The same fact gives the energies as an interference sum. On each of the three bonds \(\mathbf R_j\), the state \(|+\rangle\) has the amplitude
\[
\eta_+=\langle+|E(\mathbf R_1)|+\rangle=\tfrac12(t_{11}+t_{22})-it_{12},
\]
because rotation changes \(|+\rangle\) by a phase that cancels between bra and ket. At K each bond has phase factor \(\omega=e^{4\pi i/3}=-\tfrac12-\tfrac{\sqrt3}2i\), and the opposite bonds supply complex conjugates. Thus \(E_+=\varepsilon_2+6\,\mathrm{Re}(\omega\eta_+)\), and the product of the two imaginary parts gives \(-3\sqrt3\,t_{12}\). At \(-\mathbf K\) the factor is \(\omega^*\), and \(|+\rangle\) and \(|-\rangle\) exchange energies. This is required by time reversal.

### Remark 2: what sulfur does

Suppose that \(y\to-y\) were also a symmetry. It leaves \(\mathbf R_1\) in place and reverses \(\phi_1\), so every element with one index 1 would vanish: \(t_1=t_{12}=0\). Four hoppings would remain, and \(E_+\) and \(E_-\) would coincide at K. The splitting \(6\sqrt3\,|t_{12}|\) can therefore exist only because filled and empty triangles differ. A direct hop between two molybdenum atoms that depends on their separation alone cannot supply it.

A small microscopic model tests this. Direct \(d\)–\(d\) hops have two-centre integrals \(-0.8\), \(0.4\) and \(0.05\) eV for σ, π and δ bonding. Hops through sulfur \(p\) orbitals, at heights \(\pm a/2\), are added in second order, with \(p\)–\(d\) integrals of 2.0 eV (σ) and \(-1.0\) eV (π) and with the \(p\) level 5 eV below the \(d\) level. These are trial numbers, not MoS2 parameters. The outcomes are:

- sulfur on the triangles assumed here: \(t_1=0.322\) eV, \(t_{12}=0.171\) eV;
- sulfur on the other triangles: both values change sign;
- sulfur on both sets, or no sulfur: both values vanish.

For each arrangement, the Bloch sum built from atomic positions agreed with Lemma 3 at 20 random wavevectors, and its eigenvalues at Γ and K agreed with the theorem.

### Proposition: bands near K

Let \(\mathbf q=\mathbf k-\mathbf K\), and let \(E_0,E_+,E_-\) be distinct. To second order in \(q\), the bands that start from \(\phi_0\) and \(|+\rangle\) are isotropic, with energies \(E_0+C_0q^2a^2\) and \(E_++C_+q^2a^2\), where
\[
\begin{aligned}
C_0&=-\frac{E_0-\varepsilon_1}4+\frac98\frac{(\sqrt3t_2+t_1)^2}{E_0-E_+}+\frac98\frac{(\sqrt3t_2-t_1)^2}{E_0-E_-},\\
C_+&=-\frac{E_+-\varepsilon_2}4-\frac98\frac{(\sqrt3t_2+t_1)^2}{E_0-E_+}-\frac{27}{16}\frac{(t_{22}-t_{11})^2}{E_--E_+}.
\end{aligned}
\]

*Proof.* First take the diagonal elements in the basis \(\phi_0,|\pm\rangle\). As in Remark 1, a state \(m\) has one amplitude \(\eta_m\) on the three bonds, so
\[
\langle m|H|m\rangle=\varepsilon_m+2\,\mathrm{Re}\Big[\omega\eta_m\sum_{j=1}^3e^{i\mathbf q\cdot\mathbf R_j}\Big],
\]
where \(\varepsilon_m\) is the on-site energy of that state. The three vectors add to zero, and \(\sum_j(\mathbf q\cdot\mathbf R_j)^2=\tfrac32a^2q^2\). The sum over bonds is thus \(3-\tfrac34a^2q^2\) to second order. At \(q=0\) the second term must equal \(E_m-\varepsilon_m\), so the diagonal element is \(\varepsilon_m+(E_m-\varepsilon_m)(1-q^2a^2/4)\). This gives the first term of each curvature.

Next expand the off-diagonal elements, with \(\delta A=q_xa/2\) and \(\delta B=\sqrt3q_ya/2\). At K,
\[
\frac{\partial H_{01}}{\partial A}=2it_1(2\cos2A+\cos A)=-3it_1,\qquad
\frac{\partial H_{01}}{\partial B}=-2\sqrt3t_2\sin A=-3t_2,
\]
\[
\frac{\partial H_{02}}{\partial A}=2t_2(-2\sin2A+\sin A)=3\sqrt3t_2,\qquad
\frac{\partial H_{02}}{\partial B}=2\sqrt3it_1\cos A=-\sqrt3it_1 .
\]
Therefore
\[
H_{01}\simeq-\tfrac32it_1aq_x-\tfrac{3\sqrt3}2t_2aq_y,\qquad
H_{02}\simeq\tfrac{3\sqrt3}2t_2aq_x-\tfrac32it_1aq_y .
\]
The definition of \(|\pm\rangle\) gives \(\langle0|H|\pm\rangle=(H_{02}\pm iH_{01})/\sqrt2\). Collecting terms,
\[
\langle0|H|\pm\rangle\simeq\frac{3a}{2\sqrt2}(\sqrt3t_2\pm t_1)(q_x\mp iq_y).
\]
Similarly, \(\langle+|H|-\rangle=\tfrac12(H_{22}-H_{11})-i\,\mathrm{Re}H_{12}\). Here
\[
H_{22}-H_{11}=2(t_{22}-t_{11})(\cos2A-\cos A\cos B)\simeq\tfrac{3\sqrt3}2(t_{22}-t_{11})aq_x,
\]
and \(\mathrm{Re}H_{12}\simeq\sqrt3(t_{22}-t_{11})\tfrac{\sqrt3}2\,\tfrac{\sqrt3}2aq_y=\tfrac{3\sqrt3}4(t_{22}-t_{11})aq_y\). Hence
\[
\langle+|H|-\rangle\simeq\frac{3\sqrt3a}4(t_{22}-t_{11})(q_x-iq_y).
\]
Second-order perturbation theory adds \(|\langle m|H|n\rangle|^2/(E_m-E_n)\) for each other state \(n\). The squared moduli depend on \(q^2=q_x^2+q_y^2\) alone, which gives the remaining terms. Quadratic corrections to off-diagonal elements affect the energies from order \(q^3\). ∎

If \(t_{12}=0\), then \(E_+=E_-\) and the result for \(C_+\) fails. With \(E_0\) still separate and \(t_{11}\ne t_{22}\), the pair is instead linear at leading order, with energies \(E_+\pm\tfrac{3\sqrt3}4a|t_{22}-t_{11}|q\).

### Worked example

The following round parameters lie in the rough regime of monolayer MoS2. They are neither a fit nor a first-principles result.
\[
a=0.32\ \text{nm},\quad \varepsilon_1=1.00,\quad \varepsilon_2=2.10,\quad t_0=-0.20,
\]
\[
t_1=0.40,\quad t_2=0.50,\quad t_{11}=0.20,\quad t_{12}=0.35,\quad t_{22}=0.05\quad\text{(eV)}.
\]
At Γ the single level is \(1.00-1.20=-0.20\) eV, and the pair lies at \(2.10+3(0.25)=2.85\) eV. At K,
\[
E_0=1.00+0.60=1.60\ \text{eV},\qquad
E_\pm=(2.10-0.375)\mp1.819=1.725\mp1.819\ \text{eV},
\]
so \(E_+=-0.094\) eV and \(E_-=3.544\) eV.

Formal electron counting leaves two \(d\) electrons per molybdenum atom, which fill the lowest band. The gap at K is \(E_0-E_+=1.694\) eV. On a \(60\times60\) mesh over the zone, the highest filled and lowest empty energies are both found at K. The filled band at K lies 0.106 eV above its value at Γ.

The point M, with \(A=0\) and \(B=\pi\), provides a further comparison. There \(\phi_1\) decouples, with energy \(\varepsilon_2+t_{11}-3t_{22}=2.15\) eV. The other two states have diagonal elements \(\varepsilon_1-2t_0=1.40\) eV and \(\varepsilon_2+t_{22}-3t_{11}=1.55\) eV, coupled by \(4t_2=2.00\) eV. Their energies are \(1.475\pm\sqrt{0.075^2+2.00^2}\), or \(-0.526\) and 3.476 eV.

For the masses, the coefficients of \(qa\) in the couplings have moduli 1.343 eV for \(0,+\), 0.494 eV for \(0,-\), and 0.195 eV for \(+,-\). Then
\[
C_0=-0.150+\frac{1.343^2}{1.694}-\frac{0.494^2}{1.944}=0.789\ \text{eV},
\]
\[
C_+=0.548-\frac{1.343^2}{1.694}-\frac{0.195^2}{3.637}=-0.527\ \text{eV}.
\]
With \(\hbar^2/2m_0=0.0381\) eV nm², where \(m_0\) is the free-electron mass, the electron mass is \(0.0381/(0.789\times0.32^2)=0.47\,m_0\). The hole mass is \(0.71\,m_0\), and the reduced mass is \(\mu=0.28\,m_0\). Finite differences of the full bands in three directions reproduced both curvatures within the test tolerance of about \(3\times10^{-5}\) eV.

### What the model leaves out

**Spin-orbit coupling.** Add \(\lambda\,\mathbf L\cdot\mathbf S\), with angular momenta in units of \(\hbar\). The components \(L_x,L_y\) change the angular momentum about \(z\) by one and lead out of the even orbitals. They therefore affect these levels only from second order in \(\lambda\), and are dropped here. The term \(\lambda L_zS_z\) remains. It shifts \(|+\rangle\) by \(\pm\lambda\) for the two spins and leaves \(\phi_0\) unshifted. A rough atomic strength \(\lambda=0.075\) eV splits the valence edge by 0.15 eV and lowers the gap to 1.62 eV. At \(-\mathbf K\) the spins are reversed.

**Longer hops.** The six second neighbours have unit phase factors at both Γ and K. A second-neighbour \(d_{z^2}\) hop \(r\) therefore shifts that level by \(6r\) at both points. For the third neighbours, at distance \(2a\), the shifts are \(6r\) at Γ and \(-3r\) at K. A trial value \(r=0.05\) eV gives 0.30 eV at both points in the first case, and 0.30 and \(-0.15\) eV in the second. With everything else fixed, a second-neighbour hop above \(0.106/6\simeq0.018\) eV already raises the filled level at Γ above that at K. Whether the gap of this example is direct is thus sensitive to the nearest-neighbour cutoff.

**Electron–hole attraction.** In a free-standing insulating sheet, a potential component of small wavevector \(q\) induces charge proportional to \(q^2\) times that potential. The estimate below uses this long-wavelength form at all \(q\). Bare Coulomb attraction \(-2\pi e'^2/q\), with \(e'^2=e^2/4\pi\epsilon_0\), is thereby divided by \(1+r_0q\), where \(r_0\) is a screening length. Take the normalized relative wavefunction \(\psi=\sqrt{2/\pi}\,e^{-r/\ell}/\ell\). Its kinetic energy is \(\hbar^2/2\mu\ell^2\), because \(|\nabla\psi|^2=|\psi|^2/\ell^2\). With \(b=2/\ell\), its density has the Fourier transform
\[
b^2\int_0^\infty re^{-br}J_0(qr)\,dr=\frac{b^3}{(b^2+q^2)^{3/2}} .
\]
This follows by differentiating \(\int_0^\infty e^{-br}J_0(qr)\,dr=(b^2+q^2)^{-1/2}\) with respect to \(b\). Integration over wavevectors, with \(x=q\ell/2\), gives
\[
E(\ell)=\frac{\hbar^2}{2\mu\ell^2}-\frac{2e'^2}{\ell}\int_0^\infty\frac{dx}{(1+x^2)^{3/2}(1+2r_0x/\ell)} .
\]
For a rough \(r_0=4\) nm the minimum lies at \(\ell=0.95\) nm, with a binding energy of 0.58 eV. The method is variational, so the true binding energy of this effective-mass problem is at least as large; numerical solution of the radial equation gives 0.59 eV. The value depends strongly on the rough screening length: the same numerical solution gives 0.73 eV for \(r_0=3\) nm and 0.50 eV for \(r_0=5\) nm.

At \(q=1/\ell\), where \(qa=0.34\), the parabolic pair kinetic energy is 0.151 eV. The full bands, averaged over \(+\mathbf q\) and \(-\mathbf q\), give 0.140 eV along both \(x\) and \(y\). The parabola is therefore about 7% too high relative to this average. The average hides trigonal warping, the odd-order terms in \(q\). Single directions give 0.134 eV along \(+x\), 0.146 eV along \(-x\) and 0.140 eV along \(\pm y\), so the excess ranges from about 3% to 12%.

### Comparison with the real layer

Monolayer MoS2 has a lattice constant near 0.32 nm, a valence splitting near 0.15 eV and an optical threshold near 1.9 eV, all rough values. The example's gap resembles that of common semilocal density-functional calculations, not the energy needed to create a free electron and hole. Subtracting the estimated binding from the spin-orbit-corrected gap gives about 1.0 eV, far below the optical threshold. For optical use at fixed binding, the gap would have to be raised by roughly 0.9 eV. A layer on a substrate or under a coating is not free-standing: the surrounding dielectric can reduce the binding by a few tenths of an eV, and it changes the free-carrier gap as well. The closed forms remain useful for relating energies at Γ and K to orbital character, but these round parameters should not be used to predict a device threshold. The full numerical output follows.

## Computed results

```
Allowed hoppings, D3h: 6 ; with extra y mirror: 4
Sulfur test model (eV): t1, t12 for each sulfur placement
  triangles A: 0.3220, 0.1714
  triangles B: -0.3220, -0.1714
  triangles AB: -0.0000, -0.0000
  triangles none: 0.0000, 0.0000
Lattice constant a = 0.32 nm
On-site e1, e2 = 1.00, 2.10 eV
t0, t1, t2 = -0.20, 0.40, 0.50 eV
t11, t12, t22 = 0.20, 0.35, 0.05 eV
Gamma: dz2 level = -0.2000 eV
Gamma: degenerate pair = 2.8500 eV
K: mean of + and - levels = 1.7250 eV
K: half splitting 3 sqrt3 t12 = 1.8187 eV
K: + level (valence top) = -0.0937 eV
K: dz2 level (conduction bottom) = 1.6000 eV
K: - level = 3.5437 eV
Direct gap at K = 1.6937 eV
Valence top at K above Gamma by 0.1063 eV
M: energies = -0.5264, 2.1500, 3.4764 eV
Zone mesh: 60 x 60; both band edges found at K
k.p couplings /a: 0+, 0-, +- = 1.3428, 0.4943, -0.1949 eV
Curvatures Cc, Cv = 0.7890, -0.5267 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
Electron, hole, reduced mass = 0.472, 0.706, 0.283 m0
Spin-orbit strength (rough input) = 0.075 eV
Valence spin splitting at K = 0.150 eV
Gap with spin-orbit coupling = 1.6187 eV
Trial further dz2 hop = 0.050 eV
2nd-shell shift at Gamma, K = 0.300, 0.300 eV
3rd-shell shift at Gamma, K = 0.300, -0.150 eV
Screening length (rough input) = 4.0 nm
Variational exciton binding = 0.576 eV
Exciton trial size = 0.946 nm; q a = 0.338
Pair kinetic energy at that q, parabola = 0.1506 eV
  from full bands along x, y = 0.1404, 0.1404 eV
```
